# Temperature or rotational constant from the P–R separation in CO2

## 1. Two humps and one length

A gas of linear molecules absorbs infrared light in a band whose transition dipole lies along the molecular axis. A spectrometer of high resolution shows two series of sharp lines, the P and R branches, on either side of a gap. A spectrometer of low resolution merges the lines and shows two humps with a dip between them. No single line can be measured, yet the distance between the humps remains. It grows when the gas is heated, because faster rotation spreads the band.

The question is what this distance says about the temperature $T$ and the rotational constant $B$. The leading answer is

$$\Delta_0=\sqrt{\frac{8BkT}{hc}} .$$

The sections below derive it, find its first correction, and apply it to CO$_2$.

Here $B$, line positions and $\Delta_0$ are wavenumbers in cm$^{-1}$. The energy belonging to a wavenumber $B$ is $hcB$, and $kT/hc$ is the thermal energy as a wavenumber. The small parameter is

$$\beta=\frac{hcB}{kT}\ll 1 ,$$

which says that many rotational levels are populated.

"Parallel band" means here a band of a linear molecule with no vibrational angular momentum about the axis in either state. In a symmetric top a parallel band has a further quantum number $K$ to sum over and a central Q branch, and the result below does not carry over.

## 2. Positions and strengths of the lines

**Positions.** Take a rigid rotor with the same $B$ in both vibrational states; Section 6 relaxes this. The rotational levels are $BJ(J+1)$. Let $J$ belong to the lower state and let $x$ be the line position measured from the band centre. Then

$$\text{R: } J\to J+1,\quad x=B(J+1)(J+2)-BJ(J+1)=2B(J+1),$$

$$\text{P: } J\to J-1,\quad x=B(J-1)J-BJ(J+1)=-2BJ .$$

Both branches are covered by one integer $m$, with $m=J+1$ for R and $m=-J$ for P:

$$x=2Bm .$$

The lower level also takes a single form. For R, $J(J+1)=(m-1)m$. For P, $J(J+1)=(-m)(-m+1)=m(m-1)$. The two agree.

**Strengths.** The transition dipole is a fixed length times the unit vector along the axis. For unpolarized gas the three directions of the field are equivalent, so the strength summed over orientations is proportional to

$$3\sum_M |\langle J'M|\cos\theta|JM\rangle|^2 .$$

The recurrence relation of the spherical harmonics is

$$\cos\theta\,Y_{JM}=a_{J+1,M}Y_{J+1,M}+a_{J,M}Y_{J-1,M},\qquad a_{J,M}^2=\frac{J^2-M^2}{(2J-1)(2J+1)} .$$

It contains no term in $Y_{JM}$, so there is no Q branch. For the R branch, with $\sum_{M=-J}^{J}M^2=J(J+1)(2J+1)/3$,

$$\sum_{M=-J}^{J}\left[(J+1)^2-M^2\right]=(2J+1)(J+1)\left[(J+1)-\frac J3\right]=\frac{(2J+1)(J+1)(2J+3)}{3}.$$

Division by $(2J+1)(2J+3)$ leaves $(J+1)/3$, and the factor 3 makes the strength $J+1$. The P line from $J$ connects the same pair of levels as the R line from $J-1$, so its strength is $J$. In both branches the strength is $|m|$.

Each state $|JM\rangle$ has the thermal weight $e^{-\beta J(J+1)}$. The degeneracy $2J+1$ must not be added, since the sum over $M$ has already counted it. The line intensity is therefore

$$S(m)=|m|\,e^{-\beta m(m-1)} .$$

This assumes an optically thin gas, so that the signal is proportional to the absorption coefficient. It also assumes that the vibrational quantum is much larger than $kT$, so that stimulated emission is negligible. The absorption coefficient carries one more factor, the light frequency, which is treated in Section 4.

**Missing lines in CO$_2$.** The two nuclei of oxygen-16 are bosons of spin zero. A half turn of the molecule exchanges them and multiplies the rotational function by $(-1)^J$. The electronic and vibrational ground state is unchanged by the exchange, so the lower state has even $J$ alone. Then $m=1,3,5,\dots$ in the R branch and $m=-2,-4,\dots$ in the P branch, and neighbouring lines in a branch are $4B$ apart, not $2B$. The surviving lines still sample the same function $S(m)$ at equal steps. The sum of $S(m)$ over the lines is halved, and so is the partition function, so the merged signal per molecule keeps both its size and its shape.

**When the lines merge.** A comb of equal lines with spacing $d$ has a Fourier series whose first harmonic is $2\cos(2\pi x/d)$ relative to the mean. A Gaussian instrument profile of standard deviation $\sigma$ multiplies a wave of wavenumber $q$ by $e^{-q^2\sigma^2/2}$. With $q=2\pi/d$, the relative ripple left on a slowly varying envelope is

$$2\,e^{-2\pi^2\sigma^2/d^2}.$$

At $\sigma=d$ this is already below $10^{-8}$. "Unresolved" thus means that $\sigma$ is comparable with the line spacing or larger.

## 3. Leading order

To see which terms matter, set $m=t/\sqrt\beta$. Then

$$S=\frac{1}{\sqrt\beta}\,|t|\,e^{-t^2}\,e^{\sqrt\beta\,t}.$$

For small $\beta$ at fixed $t$ the last factor tends to 1. The maxima lie at $t$ of order one, hence at $|m|$ of order $1/\sqrt\beta$, where the lines are many and $m$ may be treated as continuous. Returning to $x=2Bm$, the leading exponent is

$$\beta m^2=\frac{\beta x^2}{4B^2}=\frac{hc\,x^2}{4BkT}=\frac{x^2}{2s^2},\qquad s^2=\frac{2BkT}{hc}.$$

The envelope is

$$g(x)=|x|\,e^{-x^2/2s^2}.$$

Its logarithm has the derivative $1/x-x/s^2$ for either sign of $x$. This vanishes at $x=\pm s$. The second derivative, $-1/x^2-1/s^2$, is negative, so both points are maxima. Their separation is

$$\Delta_0=2s=\sqrt{\frac{8BkT}{hc}} .$$

The physical content is classical. In atomic units, with $\hbar=1$, the rotational constant as an energy is $1/(2I)$, where $I$ is the moment of inertia. The separation as an energy becomes $\sqrt{8kT/(2I)}=2\sqrt{kT/I}$. A vibrating dipole that turns with angular speed $\omega$ has sidebands displaced by $\pm\omega$. The thermal distribution of $\omega$ for a rotor with two axes of rotation is proportional to $\omega e^{-I\omega^2/2kT}$, which peaks at $\omega=\sqrt{kT/I}$. The humps are a picture of this distribution and its mirror image.

Solving for the unknown gives two uses of one measurement:

$$T=\frac{hc\,\Delta_0^2}{8kB},\qquad B=\frac{hc\,\Delta_0^2}{8kT}.$$

The separation fixes the product $BT$. One of the two must be known to find the other.

## 4. First correction from finite $\beta$

Now keep the factor $e^{\beta m}$ that was dropped. From

$$\ln S=\ln|m|-\beta m^2+\beta m$$

the condition for a maximum is

$$\frac1m-2\beta m+\beta=0 .$$

Multiplication by $-m$ gives $2\beta m^2-\beta m-1=0$, with the roots

$$m_\pm=\frac{\beta\pm\sqrt{\beta^2+8\beta}}{4\beta}=\frac14\pm\frac14\sqrt{1+\frac8\beta}.$$

The upper sign belongs to R and the lower to P. The common term $\tfrac14$ moves both maxima by $2B\cdot\tfrac14=B/2$ towards higher wavenumber. Relative to $s=B\sqrt{2/\beta}$ this is a shift of order $\sqrt\beta$. It cancels in the difference:

$$\Delta=2B(m_+-m_-)=B\sqrt{1+\frac8\beta}=\sqrt{\frac{8BkT}{hc}+B^2}.$$

Taking out the leading term and expanding the root,

$$\Delta=\Delta_0\sqrt{1+\frac\beta8}\approx\Delta_0\left(1+\frac{\beta}{16}\right).$$

The separation is thus more robust than either position: its relative correction is of order $\beta$, not $\sqrt\beta$.

The heights do feel the lower order. Let $u=1/\sqrt{2\beta}$ be the leading value of $|m|$ at the maxima. Near a maximum a small displacement changes the height in second order, so the first effect of the factor $e^{\beta m}$ is its value at $m=\pm u$. The R hump is higher than the P hump by the factor $e^{2\beta u}=e^{\sqrt{2\beta}}$.

**The frequency factor.** The absorption coefficient contains the factor $\nu_0+x$, where $\nu_0$ is the band centre. Near the band this is proportional to $e^{x/\nu_0}$, again a tilt. For any tilt $e^{ax}$ the condition is

$$\frac1x-\frac{x}{s^2}+a=0\quad\Longrightarrow\quad x^2-as^2x-s^2=0,$$

and the difference of the two roots obeys

$$\Delta^2=4s^2+(as^2)^2 .$$

The thermal tilt has $a=\beta/2B$, so $as^2=B$, which reproduces the result above. The frequency factor adds $s^2/\nu_0$ to $as^2$. For a band centre at roughly 2300 cm$^{-1}$, the region of the antisymmetric stretch of CO$_2$, and the value $s\approx12.7$ cm$^{-1}$ found in Section 7, this addition is about 0.07 cm$^{-1}$. Its leading effect on $\Delta^2$ is the cross term $2Bs^2/\nu_0$, about 0.05 cm$^{-2}$. The curvature of $\ln(\nu_0+x)$, neglected in the exponential form, contributes a smaller amount of opposite sign. Both are negligible beside $4s^2\approx643$ cm$^{-2}$.

## 5. Correction from the instrument width

The profile that merges the lines also moves the maxima. The observed envelope is the convolution of $g$ with a Gaussian of standard deviation $\sigma$. Near the R maximum, $|x|$ may be replaced by $x$, because the P side enters there with a weight of order $e^{-s^2/2\sigma^2}$. This requires $\sigma\ll s$. Then

$$x\,e^{-x^2/2s^2}=-s^2\frac{d}{dx}e^{-x^2/2s^2}.$$

Convolution commutes with differentiation, so it is enough to smooth the Gaussian. With $S_\sigma^2=s^2+\sigma^2$, completing the square in the integration variable $y$ gives

$$\frac{y^2}{2s^2}+\frac{(x-y)^2}{2\sigma^2}=\frac{S_\sigma^2}{2s^2\sigma^2}\left(y-\frac{s^2}{S_\sigma^2}x\right)^2+\frac{x^2}{2S_\sigma^2}.$$

The integral over $y$ is a constant independent of $x$, and $e^{-x^2/2S_\sigma^2}$ remains. Differentiating, the smoothed envelope is proportional to $x\,e^{-x^2/2S_\sigma^2}$, with its maximum at $x=S_\sigma$. The P side follows by reflection. Hence

$$\Delta_{\rm obs}^2=\frac{8BkT}{hc}+4\sigma^2 .$$

Smoothing pushes the maxima apart, since each hump falls more slowly on its outer side than on its inner side. The corrected inferences are

$$T=\frac{hc\,(\Delta_{\rm obs}^2-4\sigma^2)}{8kB},\qquad B=\frac{hc\,(\Delta_{\rm obs}^2-4\sigma^2)}{8kT}.$$

If the width is ignored, the inferred temperature is too high by $hc\,\sigma^2/(2kB)$, an offset that does not depend on $T$.

The compared terms are $4\sigma^2$ and $B^2$. Merging the lines of CO$_2$ requires $\sigma$ of the order of $4B$, so $4\sigma^2$ is then much larger than $B^2$. For a Gaussian profile the instrument supplies the first correction, and the quantum term of Section 4 comes after it. The term $4\sigma^2$ belongs to the Gaussian and does not carry over to every instrument. The sinc profile of an unapodized Fourier-transform spectrometer rings on the sharp central dip. For the CO$_2$ band of Section 7 and the same full width of 4 cm$^{-1}$, it pulls the maxima together to about 24.7 cm$^{-1}$, below $\Delta_0$.

## 6. Slightly different rotational constants

Let the lower state have $B''$ and the upper $B'$. In terms of $m$ the upper rotational level is $B'm(m+1)$ in both branches, so

$$x=B'm(m+1)-B''m(m-1)=(B'+B'')m+(B'-B'')m^2 .$$

Define $\delta=(B'-B'')/(B'+B'')$ and $v=x/(B'+B'')$. Then $v=m+\delta m^2$, and to first order in $\delta$, $m=v-\delta v^2$. The lines are no longer evenly spaced. Their density along $v$ is proportional to $dm/dv=1-2\delta v$ and must multiply the intensity. With $\beta$ now formed from $B''$, the logarithm of the envelope is, up to a constant,

$$\ln|v|-\beta v^2+\beta v+\delta\left(-3v+2\beta v^3\right).$$

Of the term $-3\delta v$, one part comes from $\ln|m|$ and two parts from the density; $2\beta\delta v^3$ comes from $-\beta m^2$. The product $\beta\delta$ arising from $\beta m$ has been dropped.

The derivative of the bracket is $-3+6\beta v^2$. At the leading maxima $v^2=u^2=1/2\beta$, and it vanishes. The largest possible shift of the maxima in $v$, of order $\delta u^2$, is therefore absent. Smaller shifts remain, and they are as large as the change of scale from $2B$ to $B'+B''$. To find them, write the envelope as $S(m)/(1+2\delta m)$. To second order in $\delta$ its maxima obey $1/m-2\tilde\beta m+a=0$, with $a=\beta-2\delta$ and $\tilde\beta=\beta-2\delta^2$. The roots of this quadratic have $m_++m_-\approx a/2\beta$ and $m_+-m_-\approx2u\,(1+\delta^2/\beta+a^2/16\beta)$. Since $v_+-v_-=(m_+-m_-)\,[1+\delta(m_++m_-)]$, with $\delta a/2\beta=\delta/2-\delta^2/\beta$ and $a^2/16\beta=\beta/16-\delta/4+\delta^2/4\beta$,

$$\Delta\approx2u\,(B'+B'')\left(1+\frac{\beta}{16}+\frac{\delta}{4}+\frac{\delta^2}{4\beta}\right).$$

At $v=\pm u$ the bracket equals $-3v+v=-2v$. Together with the tilt $\beta v$ this gives

$$\ln\frac{\text{height of R}}{\text{height of P}}\approx-4\delta u+2\beta u .$$

When $B'<B''$, $\delta$ is negative: the R lines crowd together and the R hump grows. The heights are a poor guide to temperature unless $\delta$ is known. The expansion requires $|\delta|u\ll1$. It fails when the lines of one branch turn back, at $1+2\delta m=0$, within the populated part of the band. This is the R branch for $\delta<0$ and the P branch for $\delta>0$.

## 7. CO$_2$ at 300 K

**Rotational constant.** The carbon atom sits at the centre of mass, so $I=2m_{\rm O}r^2$, where $r$ is the C–O bond length. In atomic units the rotational constant is

$$\frac1{2I}=\frac{1}{4m_{\rm O}r^2}.$$

The bond length was computed by second-order Møller–Plesset theory (MP2) with frozen core electrons in the cc-pVTZ basis. The minimum of a quartic through the energies at five bond lengths is $r=2.2098$ bohr. With $m_{\rm O}=29156.9$ electron masses and 1 hartree equivalent to 219474.63 cm$^{-1}$,

$$B=\frac{219474.63}{4\times29156.9\times2.2098^2}=0.3854\ \text{cm}^{-1}.$$

The digits of $r$ and $B$ are carried to keep the simulation and the inference consistent; they do not state the accuracy of the method. The value is not converged in the basis: cc-pVQZ shortens the bond to about 2.204 bohr and raises $B$ by 0.5 %, to about 0.387 cm$^{-1}$. A temperature inferred from a given separation would fall by the same fraction.

**Predicted separation.** At 300 K, $kT/hc=208.51$ cm$^{-1}$ and $\beta=0.3854/208.51=0.00185$. Hence

$$\Delta_0=\sqrt{8\times0.3854\times208.51}=25.35\ \text{cm}^{-1}.$$

The relative correction $\beta/16$ is $1.2\times10^{-4}$, which is negligible here.

**A simulated measurement.** A spectrum was summed line by line from the rotor positions and intensities $S(m)$ with even $J$. Each line was given a Gaussian profile of full width 4 cm$^{-1}$ at half maximum, so

$$\sigma=\frac{4}{2\sqrt{2\ln2}}=1.699\ \text{cm}^{-1},\qquad 4\sigma^2=11.54\ \text{cm}^{-2}.$$

This exceeds the line spacing $4B=1.541$ cm$^{-1}$ and is well below $s=12.7$ cm$^{-1}$. A numerical search for the maxima gave

$$x_P=-12.603,\qquad x_R=12.981,\qquad \Delta_{\rm obs}=25.584\ \text{cm}^{-1}.$$

The midpoint lies at 0.19 cm$^{-1}$, in agreement with the shift $B/2$. The R hump is higher by the factor 1.063, and $e^{\sqrt{2\beta}}$ gives the same value.

**Temperature from known $B$.** Since $k/hc=208.51/300=0.6950$ cm$^{-1}$ per kelvin,

$$T=\frac{25.584^2-11.54}{8\times0.3854\times0.6950}=300.1\ \text{K}.$$

Without the width correction the result is about 305 K. The remaining 0.1 K is of the size expected from the neglected $B^2$, which raises $T$ by the fraction $\beta/8$, or 0.07 K.

**$B$ from known temperature.** In the same way,

$$B=\frac{25.584^2-11.54}{8\times208.51}=0.3855\ \text{cm}^{-1},$$

against 0.3924 cm$^{-1}$ without the correction. The corrected value returns a bond length of 2.21 bohr.

**Precision.** Differentiating the corrected formula at fixed $B$ gives

$$\frac{dT}{T}=\frac{2\Delta_{\rm obs}\,d\Delta_{\rm obs}}{\Delta_{\rm obs}^2-4\sigma^2}.$$

A reading error of 0.5 cm$^{-1}$, which is plausible on a broad hump, changes $T$ by 4 %, and the inferred temperature becomes 312 K. Such a reading matters more than either correction. The fractional error of $B$ at fixed $T$ is the same.

**Other temperatures.** The same procedure, with the same profile, gave:

| $T$ (K) | $\Delta_0$ (cm$^{-1}$) | $\Delta_{\rm obs}$ (cm$^{-1}$) | inferred $T$ (K) |
|---|---|---|---|
| 200 | 20.70 | 20.98 | 200.1 |
| 600 | 35.86 | 36.02 | 600.1 |

Tripling the temperature multiplies $\Delta_0$ by $\sqrt3$. The width correction to $\Delta$ shrinks as the band spreads, while the offset in $T$ stays near 5 K.

**Unequal constants.** With the upper constant 1 % smaller than the lower, the summed spectrum at 300 K has $\Delta_{\rm obs}=25.487$ cm$^{-1}$, a fall of 0.4 %. With $\delta=-0.0050$, the scale factor $(B'+B'')/2B''=0.995$ contributes $-0.5$ %, the term $\delta/4$ contributes $-0.13$ % and the term $\delta^2/4\beta$ contributes $+0.34$ %, together a fall of about 0.3 %. That expansion ignores the instrument width and does not account for the remainder. The height ratio rises from 1.063 to 1.480, and the formula for its logarithm gives 1.479. The closeness is partly accidental: the envelope $S(m)/(1+2\delta m)$ without instrument width has the ratio 1.49, and the smoothing lowers it. In this example a change that alters the height ratio by 40 % alters the inferred temperature by less than 1 %, partly because the three contributions differ in sign. For an upper constant 1 % larger they would add, to about 1 % in the separation and about twice that in the temperature when the instrument width is negligible. A finite width reduces both figures somewhat.

**What the simulation omits.** The recovery of 300 K to 0.1 K measures the quality of the analysis, not the accuracy to expect from a real gas. The simulated spectrum has no hot bands, centrifugal distortion or saturation. In a real spectrum, hot bands starting from excited bending states overlap the main band and displace its maxima. The first of them starts from the doubly degenerate bending level near 667 cm$^{-1}$ and is centred about 12.5 cm$^{-1}$ below the main band. Its relative intensity, close to $2e^{-hc\,(667\ \text{cm}^{-1})/kT}$, is about 8 % at 300 K and 40 % at 600 K. Added to the line sum, it lowers the inferred temperature by about 6 K at 300 K and raises it by tens of kelvin at 600 K, so the 600 K row of the table does not describe real CO$_2$. The computed $B$ belongs to the MP2 equilibrium geometry, whereas a measured $B$ contains an average over the vibrational motion.
